# Oxide Traps with Capture and Emission under Constant Injected Current

## Problem

A silicon dioxide film 50 nm thick lies between a silicon substrate and a gate. The gate is positive, so electrons enter the oxide from the silicon and cross to the gate. Their current density has the constant magnitude \(J=1.0\times10^{-5}\) A/cm². The film holds \(N=1.0\times10^{11}\) electron traps per cm², with their centroid 25 nm from the gate. An empty trap has capture cross-section \(\sigma=1.0\times10^{-17}\) cm². A filled trap has a constant probability per unit time \(e=2.0\times10^{-4}\) s⁻¹ of releasing its electron.

Treat the traps as identical and independent, each holding at most one electron, and let no traps be created. Let \(f\) be the filled fraction, so that \(n=Nf\) electrons are trapped per cm².

(a) Find the steady value of \(f\).

(b) Find \(f(t)\) for any initial value \(f_0\). How does emission change the time needed to approach the steady value, with \(J\) and \(\sigma\) held fixed?

(c) Starting from empty traps, does emission also change the time at which half the traps are filled?

(d) Find the steady shift of the gate voltage at constant current.

(e) What would an analysis that ignores emission deduce from the filling curve?

## First estimate by scaling

The electron flux is \(J/q\), where \(q\) is the elementary charge. An empty trap presents the area \(\sigma\) to this flux, so it captures at the rate

\[
c=\frac{\sigma J}{q}=(1.0\times10^{-17}\ \text{cm}^2)(6.242\times10^{13}\ \text{cm}^{-2}\,\text{s}^{-1})=6.242\times10^{-4}\ \text{s}^{-1}.
\]

Emission is slower than capture: \(r=e/c=0.320\). The traps should therefore end up mostly full. If nearly all are full, the emission rate per trap site is about \(e\), and the refilling rate is \(c(1-f)\). Balancing the two gives

\[
1-f\approx\frac ec,\qquad f_{\rm est}=1-r=0.680 .
\]

For the time, start from empty traps. Filling begins at the slope \(c\), and a straight line of that slope reaches the estimated plateau at

\[
t_{\rm est}=\frac{f_{\rm est}}{c}=0.680\times1602\ \text{s}\approx1090\ \text{s}.
\]

Without emission the plateau would be \(f=1\), and the same line would need \(1/c=1602\) s. The estimate suggests that emission shortens the approach because the starting slope is unchanged while the plateau is lower.

## Exact solution

**(a) Steady occupancy.** A fraction \(1-f\) of the traps can capture and a fraction \(f\) can emit. Hence

\[
\frac{df}{dt}=c(1-f)-ef=c-(c+e)f .
\]

This uses the full flux \(J/q\) at every trap. That is justified here, since even with all traps empty the captured fraction of the flux is \(\sigma N=1.0\times10^{-6}\).

In the steady state \(df/dt=0\), so \(c=(c+e)f_{\rm ss}\) and

\[
f_{\rm ss}=\frac{c}{c+e}=\frac{6.242\times10^{-4}}{8.242\times10^{-4}}=0.757 .
\]

The limits are as expected: \(f_{\rm ss}\to1\) when \(e\to0\), \(f_{\rm ss}\to0\) when \(c\to0\), and half the traps are filled when \(e=c\). The steady state is a balance of continuing capture and emission, in which individual traps still fill and empty.

**(b) Time dependence.** Measure the occupancy from its steady value by setting \(u=f-f_{\rm ss}\). Since \(f_{\rm ss}\) is constant,

\[
\frac{du}{dt}=c-(c+e)(u+f_{\rm ss})=\left[c-(c+e)f_{\rm ss}\right]-(c+e)u=-(c+e)u .
\]

The bracket vanishes by the steady-state condition. The solution is \(u(t)=u(0)e^{-(c+e)t}\), where the \(e\) carrying the exponent is the base of natural logarithms. Writing exponentials as \(\exp\) from here on,

\[
f(t)=f_{\rm ss}+(f_0-f_{\rm ss})\exp(-t/\tau),\qquad \tau=\frac1{c+e}.
\]

Without emission the time constant is \(\tau_0=1/c\). Therefore

\[
\frac{\tau}{\tau_0}=\frac{c}{c+e}=f_{\rm ss}<1\qquad(e>0).
\]

Emission shortens the time constant by the same factor by which it lowers the final occupancy from one. Here \(\tau=1213\) s, about 20 min, against \(\tau_0=1602\) s.

The reason the rates add can be read from the rate equation. If \(f\) is raised slightly above its steady value, fewer empty traps remain to capture, and more filled traps emit. Both changes push \(f\) back, with strengths \(c\) and \(e\).

The time for the initial gap to shrink to one tenth follows from \(\exp(-t_{90}/\tau)=1/10\):

\[
t_{90}=\tau\ln10=2.303\times1213\ \text{s}\approx2790\ \text{s},
\]

compared with about 3690 s without emission. This time does not depend on \(f_0\), provided \(f_0\neq f_{\rm ss}\). Traps that start full, for example, obey \(f=f_{\rm ss}+(1-f_{\rm ss})\exp(-t/\tau)\). They lose electrons at the initial rate \(e\), yet settle with the same \(\tau\), because recapture also acts.

The average rate equation can be compared with random histories of single traps, in which each waiting time is drawn from the capture or emission rate. With 40000 initially empty traps, the filled fraction at 1000 s came out as 0.423. The formula gives 0.425, and the difference is comparable with the standard error of about 0.002.

**(c) Time to a fixed occupancy.** The shorter \(\tau\) refers to each curve's own final value. It does not mean that electrons accumulate faster. Let \(g\) be the occupancy without emission, so \(dg/dt=c(1-g)\), and let both curves start from zero. Their difference \(y=g-f\) obeys

\[
\frac{dy}{dt}=c(1-g)-c(1-f)+ef=-cy+ef .
\]

Multiply by \(\exp(ct)\). The left side and the term \(cy\) combine into a derivative, \(d[y\exp(ct)]/dt=ef\exp(ct)\). Integrating from \(y(0)=0\) gives

\[
y(t)=e\int_0^t \exp[-c(t-s)]\,f(s)\,ds>0\qquad(t>0),
\]

because \(f(s)>0\) for \(s>0\). The curve with emission lies below the other at every later time, so it reaches any given level later, if it reaches it at all.

For a level \(L<f_{\rm ss}\), set \(L=f_{\rm ss}[1-\exp(-t_L/\tau)]\) and solve:

\[
t_L=-\tau\ln\left(1-\frac{L}{f_{\rm ss}}\right).
\]

At \(L=0.5\) this gives \(t_L=1213\ \text{s}\times1.080\approx1310\) s. Without emission the time is \(1602\ \text{s}\times\ln2\approx1110\) s. Emission delays half filling by about 200 s. A level \(L\ge f_{\rm ss}\) is not reached from empty traps in any finite time.

| Time (s) | \(f\) with emission | \(f\) without emission |
|---:|---:|---:|
| 500 | 0.256 | 0.268 |
| 2000 | 0.612 | 0.713 |
| 5000 | 0.745 | 0.956 |

The curves start together, since few filled traps are available to emit. At 5000 s the lower curve is within 2% of its own plateau, while the upper one is still more than 4% below unity.

**(d) Gate voltage.** The injected current is controlled by the field at the silicon surface, so holding \(J\) constant holds that field constant. The field points from the gate to the silicon. By Gauss's law its magnitude is larger on the gate side of a sheet of \(n\) trapped electrons per cm² by

\[
\Delta F=\frac{qn}{\varepsilon},
\]

where \(\varepsilon\) is the oxide permittivity, with relative value 3.9. The extra field extends over the distance \(x\) from the sheet to the gate, so

\[
\Delta V_G=\frac{qnx}{\varepsilon}.
\]

For charge spread over depth, the contributions of thin sheets add, and \(x\) becomes the centroid distance. In the steady state \(n=Nf_{\rm ss}=7.57\times10^{10}\) cm⁻² and \(\Delta F=0.0351\) MV/cm. Thus

\[
\Delta V_G=(3.51\times10^{4}\ \text{V/cm})(25\times10^{-7}\ \text{cm})\approx0.088\ \text{V}.
\]

The shift is positive: a higher gate voltage is needed to maintain the current.

**(e) Ignoring emission.** From empty traps,

\[
n(t)=Nf_{\rm ss}\left[1-\exp(-t/\tau)\right].
\]

The curve fixes two numbers, \(Nf_{\rm ss}\) and \(\tau\), whereas \(N\), \(\sigma\) and \(e\) are three unknowns. An emission-free model fits it perfectly with

\[
N_{\rm app}=Nf_{\rm ss}=7.57\times10^{10}\ \text{cm}^{-2},\qquad
\sigma_{\rm app}=\frac{q}{J\tau}=\frac{\sigma(c+e)}{c}=\frac{\sigma}{f_{\rm ss}}=1.32\times10^{-17}\ \text{cm}^2 .
\]

The trap density is underestimated by 24% and the cross-section overestimated by 32%, relative to the true values. A good exponential fit is therefore no evidence that emission is absent. An independent value of \(N\) removes the ambiguity: the plateau then gives \(f_{\rm ss}\), and \(\tau\) gives \(c=f_{\rm ss}/\tau\) and \(e=(1-f_{\rm ss})/\tau\).

## Comparing the estimate with the solution

The estimated occupancy is 0.680 and the exact one is 0.757. Their ratio is

\[
\frac{f_{\rm est}}{f_{\rm ss}}=(1-r)(1+r)=1-r^2 ,
\]

so the estimate is low by the fraction \(r^2=0.103\) of the exact value. It is low because it lets every trap emit, although some are empty.

The time estimate has the same relative error. The initial line \(f=ct\) meets the true plateau at \(f_{\rm ss}/c=1/(c+e)=\tau\), so the construction itself is exact for this model. Its error comes from the plateau inserted into it: 1090 s instead of 1213 s.

For \(e\ge c\) the estimate gives zero or a negative occupancy and fails. In the opposite regime, \(e\gg c\), nearly all traps are empty. The balance is then \(c\approx ef\), giving \(f\approx c/e\) and, by the same line, a time \(1/e\). Both exceed the exact results by the fraction \(c/e\), since \((c/e)(c+e)/c=1+c/e\). Emission then sets the pace of the approach.

## How far the model applies to a real oxide

The parameters are round values in the rough regime of electron trapping in thermal SiO₂; \(e\) is chosen to make emission visible. Real oxides can contain several trap species, whose different time constants would replace the single exponential by a sum.

The constant \(e\) can be examined by supposing that trapped electrons tunnel into the oxide conduction band. For a barrier of height \(E\), tunnelling mass \(m\) and field \(F\), the barrier falls to zero at \(x=E/(qF)\). The semiclassical tunnelling probability is \(\exp(-G)\), with

\[
G=\frac2\hbar\int_0^{E/(qF)}\sqrt{2m(E-qFx)}\,dx=\frac{4\sqrt{2m}\,E^{3/2}}{3\hbar qF}.
\]

The same barrier formula governs injection from the silicon, with \(E=\phi=3.1\) eV. Treat the silicon as a free-electron emitter at zero temperature. Electrons whose energy of motion normal to the surface lies \(w\) below the Fermi level have transverse energies up to \(w\), which gives

\[
J=\frac{4\pi qm_0}{h^3}\int_0^\infty w\,\exp[-G(\phi+w)]\,dw
\approx\frac{q^3m_0F^2}{8\pi hm\phi}\exp[-G(\phi)] .
\]

Here \(m_0\) is the free-electron mass. The last form uses \(G(\phi+w)\approx G(\phi)+w/d\) with \(d=2\phi/[3G(\phi)]\), for which the integral of \(w\exp(-w/d)\) is \(d^2\). With \(m=0.42\,m_0\), the given current requires \(F\approx8.1\) MV/cm. This is below a rough breakdown field of 10 MV/cm, but it is a stress condition, far above normal operation of a 50 nm gate oxide. At such fields energetic electrons can also generate holes in a film this thick; the positive charge of trapped holes is left out here.

With an assumed attempt rate of \(10^{13}\) s⁻¹, the chosen \(e\) requires \(G=\ln(10^{13}/2.0\times10^{-4})=38.5\), hence a trap depth of about 3.7 eV. Thermal emission over the whole depth is negligible even at 400 K, at about \(10^{-33}\) s⁻¹. Temperature still matters, because an electron thermally raised part of the way tunnels through a thinner barrier. With a Boltzmann spread of energies above the trap level, this multiplies the rate by about \(1/(1-k_BT\,dG/dE)\), where \(dG/dE=3G/(2E)\): a factor of about 1.7 at 300 K and 2.2 at 400 K. The tunnelling figures given here are zero-temperature values. The tunnelling rate, however, responds to the field added by the trapped charge. Suppose that all traps lie in one sheet and that their charge is spread uniformly over it. An emitted electron then tunnels toward the gate through the field \(F+qNf/\varepsilon\), so the emission rate becomes a function \(e(f)\) with \(e(0)=2.0\times10^{-4}\) s⁻¹, and the steady state solves \(c(1-f)=e(f)\,f\). This feedback raises the steady emission rate to \(2.34\times10^{-4}\) s⁻¹ and lowers the steady occupancy from 0.757 to 0.727. The time from empty traps to 90% of the final occupancy shortens from 2794 s to 2615 s. The uniform sheet overstates the effect for most traps. Their typical spacing, \(N^{-1/2}\approx32\) nm, is much larger than the escape distance of 4.5 nm, so a typical electron escapes while still close to the plane of the other charges. In that plane the field is the mean of its values on the two sides of the sheet, and the electron feels little more than half of the added field. The few traps with a filled neighbour within one or two nanometres can emit much faster.

Doubling the current changes \(e\) more than this feedback does. It raises the field to about 8.3 MV/cm and multiplies \(e\) by 2.32 in this tunnelling model. The ratio \(e/c\) then grows by \(2.32/2=1.16\), and \(f_{\rm ss}\) falls slightly to 0.73, before feedback. With \(e\) held constant it would have risen to 0.86. The factor 2.32 depends on the assumed attempt rate, since its logarithm is proportional to \(G\). For attempt rates from \(10^{11}\) to \(10^{15}\) s⁻¹ it runs from 2.1 to 2.6, and \(f_{\rm ss}\) from 0.75 to 0.71. The constant-emission result should therefore not be carried from one current to another without checking how \(e\) depends on field.

For two further processes, only the strength at which they would matter is given here. During \(5\tau\) the injected charge is 0.061 C/cm²; creation of \(2.6\times10^{-8}\) traps per injected electron would add 10% to \(N\). Impact by passing electrons would double the emission rate if its cross-section were \(3.2\times10^{-18}\) cm². The model does not determine whether either threshold is reached. The values used above are collected in the numerical output.

## Table of computed values

```
capture cross-section sigma = 1.0e-17 cm2
trap density N = 1.0e+11 cm-2
current density J = 1.0e-05 A/cm2
emission rate e = 2.0e-04 1/s
oxide thickness = 50 nm
charge centroid from gate = 25 nm
relative permittivity = 3.9
electron flux J/q = 6.242e+13 cm-2 s-1
capture rate c = 6.242e-04 1/s
total rate c+e = 8.242e-04 1/s
steady occupancy f_ss = 0.757
steady trapped density = 7.57e+10 cm-2
time constant without emission = 1602 s
time constant with emission = 1213 s = 20.2 min
ratio of time constants = 0.757
t90 without emission = 3689 s
t90 with emission = 2794 s
time to f = 0.5 without emission = 1111 s
time to f = 0.5 with emission = 1310 s
f at 500 s: with emission 0.256, without 0.268
f at 1000 s: with emission 0.425, without 0.464
f at 2000 s: with emission 0.612, without 0.713
f at 5000 s: with emission 0.745, without 0.956
random-history f at 1000 s, 40000 traps = 0.423
steady gate voltage shift = 87.8 mV
apparent sigma if emission ignored = 1.32e-17 cm2
apparent N if emission ignored = 7.57e+10 cm-2
assumed barrier = 3.1 eV, mass ratio = 0.42
assumed attempt rate = 1e+13 1/s
Fowler-Nordheim oxide field = 8.14 MV/cm
supply integral / closed-form current = 0.968
trap depth implied by tunnel emission = 3.68 eV
tunnel escape distance = 4.5 nm
log10 of thermal emission rate (1/s) at 400 K = -33
gate-side field rise at f_ss = 0.0351 MV/cm
emission rate with feedback = 2.34e-04 1/s
steady occupancy with feedback = 0.727
t90 with feedback = 2615 s
oxide field at doubled J = 8.32 MV/cm
emission rate factor at doubled J = 2.32
captured fraction of flux, all traps empty = 1.0e-06
injected charge in 5 tau = 0.0607 C/cm2
traps created per electron for 10% new traps = 2.6e-08
impact cross-section matching e = 3.2e-18 cm2
```
